# Contact resistivity from the intercept of a transfer-length structure

## Problem

A transfer-length structure is a row of equal metal pads on a thin conducting sheet. Neighbouring pads are separated by gaps of different length $d$, and the resistance between them is measured for each gap. In the structure considered here the pads and the sheet are $W=100$ µm wide, and each pad is $L=50$ µm long in the direction of the current. The sheet resistance is $R_{\rm sh}=300$ Ω per square. A straight line through the measured resistances, continued to zero gap, meets the resistance axis at 6 Ω. What is the contact resistivity $\rho_c$ between metal and sheet?

The contact resistivity is the voltage across the interface divided by the current density through it, in the limit of small voltage. Its unit is Ω cm². It describes a unit area of interface, whereas the resistance of a whole contact also depends on how the current spreads over the pad.

The following assumptions are made at first and examined later:

- The sheet has the same resistance under the metal as in the gap.
- Each pad is an equipotential, and the resistance of leads and probes has been removed from the data.
- The current stays within the width $W$, so that all quantities depend on one coordinate.
- The sheet is so thin that its potential does not vary with depth.
- The interface is linear: current density is proportional to voltage.

## What the intercept contains

The current passes through one contact, the gap and a second contact, in series. A strip of length $d$ and width $W$ contains $d/W$ squares, so

$$R(d)=2R_c+\frac{R_{\rm sh}}{W}\,d ,$$

where $R_c$ is the resistance of one contact. At $d=0$ the gap term vanishes and the two contacts remain. Hence

$$R_c=\frac{6\ \Omega}{2}=3\ \Omega .$$

The slope of the line is $300/100=3$ Ω/µm. Gaps of 5, 10, 15, 20 and 30 µm therefore have total resistances of 21, 36, 51, 66 and 96 Ω. For a given interface and sheet, $R_c$ is inversely proportional to the width, so the product of the two does not depend on the width chosen: $R_cW=3\ \Omega\times0.1$ mm $=0.30$ Ω mm.

## First estimate by scaling

Suppose that the current passes from the sheet into the metal over some length $\ell$ behind the front edge of the pad. Two costs compete. Travelling a distance $\ell$ in the sheet costs a resistance of order $R_{\rm sh}\ell/W$, which grows with $\ell$. Crossing an interface of area $W\ell$ costs $\rho_c/(W\ell)$, which falls with $\ell$. If $\ell$ were much shorter than the length at which the costs are equal, the interface would be expensive and current would spread further back. If it were much longer, the path in the sheet would be expensive and current would leave earlier. The costs should therefore be comparable:

$$\frac{R_{\rm sh}\ell}{W}\sim\frac{\rho_c}{W\ell}
\quad\Longrightarrow\quad
\ell\sim\sqrt{\frac{\rho_c}{R_{\rm sh}}} .$$

Inserting this length into either cost gives

$$R_c\sim\frac{\sqrt{R_{\rm sh}\rho_c}}{W}
\quad\Longrightarrow\quad
\rho_c\sim\frac{(R_cW)^2}{R_{\rm sh}} .$$

With $W=0.01$ cm the right-hand side is $(0.03\ \Omega\,{\rm cm})^2/(300\ \Omega)=3\times10^{-6}$ Ω cm². The length is $\ell\sim R_cW/R_{\rm sh}=1$ µm, much less than the pad length, so the far end of the pad should not matter.

The argument leaves a numerical factor open. Adding the two costs, instead of taking one of them, would double $R_c$ at given $\rho_c$ and so reduce the inferred $\rho_c$ fourfold. The estimate fixes the power laws and the order of magnitude; the factor needs the current distribution.

## Exact solution of the model

Let $x$ run from the front edge of the pad, $x=0$, to its far end, $x=L$. Consider the contact at which current passes from sheet to metal. Let $I(x)$ be the current in the sheet, positive towards larger $x$, and $V(x)$ the potential of the sheet relative to the metal.

Over a short distance $dx$ the sheet has resistance $R_{\rm sh}\,dx/W$. The potential falls in the direction of the current, so

$$\frac{dV}{dx}=-\frac{R_{\rm sh}}{W}\,I .$$

The current density into the metal is $J=V/\rho_c$. Over the area $W\,dx$ the sheet loses the current $JW\,dx$, so

$$\frac{dI}{dx}=-\frac{W}{\rho_c}\,V .$$

Differentiating the first equation and inserting the second gives

$$\frac{d^2V}{dx^2}=-\frac{R_{\rm sh}}{W}\frac{dI}{dx}
=\frac{R_{\rm sh}}{\rho_c}V=\frac{V}{L_T^2},
\qquad L_T=\sqrt{\frac{\rho_c}{R_{\rm sh}}} .$$

The transfer length $L_T$ is the length found by scaling. It is convenient to write the general solution with distances measured from the far end:

$$V=A\cosh\frac{L-x}{L_T}+B\sinh\frac{L-x}{L_T} .$$

The current follows from $I=-(W/R_{\rm sh})\,dV/dx$. Differentiating $L-x$ supplies a second minus sign, so

$$I=\frac{W}{R_{\rm sh}L_T}\left[A\sinh\frac{L-x}{L_T}+B\cosh\frac{L-x}{L_T}\right].$$

No current continues in the sheet beyond the far end. At $x=L$ the hyperbolic sine is zero and the hyperbolic cosine is one, so $I(L)=0$ requires $B=0$. The contact resistance is the front-edge potential divided by the total current:

$$R_c=\frac{V(0)}{I(0)}=\frac{R_{\rm sh}L_T}{W}\coth\frac{L}{L_T} .$$

At the other contact current passes from metal to sheet. Both $V$ and $I$ change sign there and their ratio does not, which justifies the factor of two in the intercept.

### Long pad

For $L\gg L_T$ the hyperbolic cotangent tends to one. Since $R_{\rm sh}L_T=\sqrt{R_{\rm sh}\rho_c}$,

$$R_c=\frac{R_{\rm sh}L_T}{W}=\frac{\sqrt{R_{\rm sh}\rho_c}}{W} .$$

The first form gives the transfer length directly from the data:

$$L_T=\frac{R_cW}{R_{\rm sh}}=\frac{3\times100}{300}\ \mu{\rm m}=1\ \mu{\rm m} .$$

The pad is 50 transfer lengths long, so the limit is justified. Squaring the second form and solving for the contact resistivity gives

$$\boxed{\rho_c=\frac{(R_cW)^2}{R_{\rm sh}}
=\frac{(3\ \Omega\times0.01\ {\rm cm})^2}{300\ \Omega}
=3\times10^{-6}\ \Omega\,{\rm cm}^2}$$

The same value follows without the closed formula. If the 50 µm contact is divided into a ladder of small resistors and $\rho_c$ is varied until the ladder has a resistance of 3 Ω, the search ends at $3.000\times10^{-6}$ Ω cm², as the numerical output shows.

The transfer length can also be read from the plot. Setting $R(d)=0$ gives $d=-2R_cW/R_{\rm sh}=-2L_T$, here $-2$ µm.

### Where the current crosses

In a long pad the current remaining in the sheet is $I(x)=I(0)e^{-x/L_T}$. A fraction $1-e^{-1}$, or 63.2 percent, has entered the metal within the first micrometre. The density is highest at the front edge:

$$J(0)=\frac{V(0)}{\rho_c}=\frac{I(0)R_c}{\rho_c}=\frac{I(0)}{WL_T} ,$$

where the last step uses $R_c=\rho_c/(WL_T)$, another form of the long-pad result. A test current of 1 mA gives 1000 A/cm².

This crowding shows why the resistance must not be multiplied by the whole pad area. That product is $R_cWL=1.5\times10^{-4}$ Ω cm², too large by the factor $L/L_T=50$. Taking the whole 6 Ω as the resistance of one contact gives $1.2\times10^{-5}$ Ω cm², too large by a factor of four.

## Comparison of estimate and solution

The scaling estimate has the correct powers, and its open factor turns out to be one when a single cost is used. The dissipated power shows why. The sheet under a long pad dissipates

$$P_{\rm sheet}=\frac{R_{\rm sh}}{W}\int_0^\infty I^2dx
=\frac{R_{\rm sh}I(0)^2}{W}\int_0^\infty e^{-2x/L_T}dx
=\frac12\,\frac{R_{\rm sh}L_T}{W}I(0)^2 .$$

This is half of $R_cI(0)^2$, so the interface dissipates the other half. The two costs are equal, as the estimate supposed, but each is half of the scaling expression because the current decays along the pad. Two halves make one.

A more detailed estimate need not be more accurate. Suppose that the current enters uniformly over a length $\ell$, so that $I(x)=I(0)(1-x/\ell)$. The integral of $(1-x/\ell)^2$ from 0 to $\ell$ is $\ell/3$, and the total power divided by $I(0)^2$ is

$$R_{\rm uniform}(\ell)=\frac{R_{\rm sh}\ell}{3W}+\frac{\rho_c}{W\ell} .$$

Setting the derivative with respect to $\ell$ to zero gives $\ell^2=3\rho_c/R_{\rm sh}$, or $\ell=\sqrt3L_T$. Each term is then $R_{\rm sh}L_T/(\sqrt3W)$, and the sum is $2/\sqrt3$ times the exact long-pad resistance. Used for extraction, this expression would return three quarters of the correct $\rho_c$.

The uniform pattern gives too large a resistance for a general reason. For any sheet current $I(x)$ the power is

$$P=\frac1W\int_0^L\left[R_{\rm sh}I^2+\rho_c\left(\frac{dI}{dx}\right)^2\right]dx .$$

Add to the true current a change $\eta(x)$ that vanishes at both ends, so that the total current is unchanged. The part of $P$ linear in $\eta$ is, after integration by parts,

$$\frac2W\int_0^L\eta\left[R_{\rm sh}I-\rho_c\frac{d^2I}{dx^2}\right]dx=0 ,$$

because the true current obeys $d^2I/dx^2=I/L_T^2$. The part quadratic in $\eta$ is positive. The true pattern therefore has the least power at given total current.

## The opposite limit: a short pad

If the pad is not long, the factor $\coth(L/L_T)$ must be kept. For small $u=L/L_T$,

$$\coth u=\frac{\cosh u}{\sinh u}\approx\frac{1+u^2/2}{u(1+u^2/6)}\approx\frac1u+\frac u3 ,$$

and therefore

$$R_c\approx\frac{\rho_c}{WL}+\frac{R_{\rm sh}L}{3W} .$$

This is the uniform-entry expression with $\ell=L$. For $L\ll L_T$ the current uses the whole pad almost evenly, and the leading term is contact resistivity divided by pad area. At $L=L_T$ the current density at the far end is $1/\cosh 1$, or 65 percent, of that at the front edge.

Take a pad 1 µm long, with $\rho_c$, $R_{\rm sh}$ and $W$ held fixed. The two terms are 3 Ω and 1 Ω, which sum to 4 Ω. The full formula gives 3.94 Ω, so the expansion is still useful at $L=L_T$. Inserting 3.94 Ω into the long-pad formula would give $5.17\times10^{-6}$ Ω cm², 72 percent above the true value. For such a pad the equation containing the hyperbolic cotangent has to be solved for $\rho_c$.

## How accurately the intercept must be known

For a long pad, at fixed $W$ and $R_{\rm sh}$, the contact resistivity varies as the square of the intercept, so a small relative error in the intercept is doubled. For a shorter pad the factor is smaller: about 1.3 at $L=L_T$, tending to one for $L\ll L_T$. If "six ohms" means a value between 5.5 and 6.5 Ω, then $\rho_c$ lies between $2.5\times10^{-6}$ and $3.5\times10^{-6}$ Ω cm². One significant figure is then all that the result deserves.

Two systematic errors act directly on the intercept. If every gap is longer than drawn by $\delta=0.1$ µm, the data follow

$$R=2R_c+\frac{R_{\rm sh}\delta}{W}+\frac{R_{\rm sh}}{W}d_{\rm drawn} .$$

The slope is unchanged, but the intercept rises by 0.3 Ω to 6.3 Ω, and the inferred $\rho_c$ is about 10 percent too high. The gaps should therefore be measured after fabrication. If 1 Ω of lead resistance remains in each reading, the intercept is 7 Ω and the error is $(7/6)^2-1$, or 36 percent. Separate contacts for current and voltage remove this contribution.

The metal also has some resistance. Let its sheet resistance be $R_m=0.05$ Ω per square, and let current and voltage connections be at the far end of the pad. The metal carries $I(0)(1-e^{-x/L_T})$. Because the original current pattern has the least power, its small readjustment changes the power only to second order in $R_m$. To first order the added resistance is

$$\Delta R_c=\frac{R_m}{W}\int_0^L(1-e^{-x/L_T})^2dx
\approx\frac{R_m}{W}\left(L-2L_T+\frac{L_T}{2}\right) ,$$

where terms of order $e^{-L/L_T}$ are dropped. This is $0.05\times48.5/100=0.024$ Ω. The ladder with resistive metal gives $R_c=3.024$ Ω, in agreement, and the inferred $\rho_c$ is 1.6 percent too high.

## A different sheet under the metal

Heat treatment of a contact can change the sheet beneath it. Let the sheet resistance there be $R_{\rm sk}$, while the gap keeps $R_{\rm sh}$. The derivation under the pad is unchanged except for this replacement, so for a long pad

$$R_c=\frac{\sqrt{R_{\rm sk}\rho_c}}{W},\qquad
\rho_c=\frac{(R_cW)^2}{R_{\rm sk}} .$$

If $R_{\rm sk}=150$ Ω per square, the same measured 3 Ω means $\rho_c=6\times10^{-6}$ Ω cm², twice the value obtained before. The true transfer length is $R_cW/R_{\rm sk}=2$ µm, although the line still meets the gap axis at $-2$ µm. That point no longer equals minus twice the transfer length.

The straight line cannot reveal the change. Its slope contains the sheet in the gap, and its intercept contains the product $R_{\rm sk}\rho_c$. A further measurement is needed, for instance of the potential $V(L)$ at the far end of the pad. From the solution with $B=0$,

$$\frac{V(L)}{V(0)}=\frac{1}{\cosh(L/L_T)} .$$

This ratio gives $L_T$; the contact resistance of the same pad, through the full expression $R_c=(R_{\rm sk}L_T/W)\coth(L/L_T)$, then gives $R_{\rm sk}$, and $\rho_c=R_{\rm sk}L_T^2$ follows. The pad must be no more than a few transfer lengths long, since the far-end signal falls exponentially. The 50 µm pad is unsuitable for this purpose.

## Thickness, voltage and temperature

The thin-sheet assumption can be judged for a uniform layer of thickness $t=25$ nm. Its volume resistivity is $R_{\rm sh}t$. Current leaving through the top with density $J$ is supplied from all depths, so at depth $z$ the upward density is $J(1-z/t)$. The potential at that depth exceeds the top potential by $R_{\rm sh}tJ(z-z^2/2t)$. Averaged over depth, the excess is

$$R_{\rm sh}tJ\left(\frac t2-\frac t6\right)=\frac{R_{\rm sh}t^2}{3}J .$$

The layer thus adds $R_{\rm sh}t^2/3$ to $\rho_c$. Since $R_c$ varies as $\sqrt{\rho_c}$, its relative increase is about $t^2/(6L_T^2)$, or 0.01 percent. A two-dimensional numerical solution of the layer also gives 0.01 percent, which is negligible here.

At 1 mA the voltage across the interface is largest at the front edge, where it is 3 mV. The thermal voltage $V_{\rm th}=k_BT/e$ at 300 K is 25.9 mV. If the interface followed the thermally activated law $J=(V_{\rm th}/\rho_c)(e^{V/V_{\rm th}}-1)$, the first correction to linearity would be the relative amount $V/(2V_{\rm th})$, about 6 percent of the current density at the edge. The resistance of the whole contact changes by less, about 2 percent. The change has opposite signs at the two contacts and cancels from their sum to first order; for this law the remainder at 1 mA is about 0.04 percent and falls as the square of the current. A measurement at lower current would show whether anything remains.

Temperature changes the device itself and need not spoil the extraction. If heating doubles the sheet resistance to 600 Ω per square everywhere while $\rho_c$ stays fixed, $R_c$ rises by $\sqrt2$ to 4.24 Ω. Using the hot values of both $R_c$ and $R_{\rm sh}$ still returns $3\times10^{-6}$ Ω cm². Combining a hot intercept with a cold sheet resistance would double the result.

## Relation to real devices

The parameters are round values in the rough range of alloyed contacts to the electron channel of a nitride high-electron-mobility transistor, where sheet resistances of a few hundred ohms per square and contact resistances of a few tenths of an ohm millimetre are ordinary. In such a device the channel lies below a barrier layer, and $\rho_c$ includes the resistance of the path through that barrier. The test field in the gap, $I(0)R_{\rm sh}/W=30$ V/cm, is low enough for ordinary ohmic conduction. The assumption of an unchanged sheet is open to doubt under an alloyed contact; a value of 150 Ω per square there would change the result by a factor of two. Current spreading around a pad narrower than the conducting mesa is a further possible error, which the one-dimensional model does not size. The value $3\times10^{-6}$ Ω cm² is thus the contact resistivity under the stated assumptions, and an effective value if the sheet beneath the metal is unknown.

## Computed values

```
Contact width: 100 um
Sheet resistance: 300 ohm per square
Two-contact intercept: 6.0 ohm
Pad length: 50 um
One contact resistance: 3.00 ohm
Width-normalised contact resistance: 0.30 ohm mm
Transfer length: 1.000 um
Contact resistivity, formula: 3.000e-06 ohm cm2
Contact resistivity, network: 3.000e-06 ohm cm2
Total resistance at gap 5 um: 21.00 ohm
Total resistance at gap 10 um: 36.00 ohm
Total resistance at gap 15 um: 51.00 ohm
Total resistance at gap 20 um: 66.00 ohm
Total resistance at gap 30 um: 96.00 ohm
Fitted slope: 3.000 ohm/um
Fitted intercept: 6.000 ohm
Gap-axis intercept: -2.000 um
Current entering within one LT: 63.2 percent
Wrong, intercept as one contact: 1.20e-05 ohm cm2
Wrong, Rc times pad area: 1.50e-04 ohm cm2
Result if intercept is 5.5 ohm: 2.52e-06 ohm cm2
Result if intercept is 6.5 ohm: 3.52e-06 ohm cm2
Assumed changed sheet under metal: 150 ohm per square
True resistivity in that case: 6.00e-06 ohm cm2
Assumed short pad: 1.0 um
Short-pad contact resistance: 3.939 ohm
Short-pad apparent resistivity: 5.17e-06 ohm cm2
Assumed gap error: 0.10 um
Intercept with gap error: 6.30 ohm
Resistivity error from gaps: 10.3 percent
Assumed lead resistance in data: 1.0 ohm
Resistivity error from leads: 36.1 percent
Assumed metal sheet resistance: 0.05 ohm per square
Contact resistance with this metal: 3.0243 ohm
Resistivity error from metal: 1.63 percent
Assumed layer thickness: 25 nm
Rc change from thickness: 0.011 percent
Assumed hot sheet resistance: 600 ohm per square
Hot contact resistance, same rho_c: 4.24 ohm
Test current: 1.0 mA
Front-edge current density: 1000 A/cm2
Contact voltage at front edge: 3.00 mV
Thermal voltage at 300 K: 25.85 mV
Field in the gap: 30.0 V/cm
```
